# What face-centred-cubic defect images gain over simple-cubic ones

Two periodic cells of an amorphous oxide each hold 280 atoms and one defect. They have the same volume, 3.500 nm³, but different shapes. In the first, the nearest copy of the defect is 1.518 nm away; in the second it is 1.704 nm away. The larger distance costs no extra atoms. Yet, in the simple model used here, the false shift of a deep defect level falls by only 11 %, from 46.7 to 41.8 meV, and if the defect is charged, its electrostatic error grows slightly. Three contributions explain these numbers: the distance to the images, their number, and the charge background.

## 1. The distance

A supercell calculation repeats its cell through all space, so one defect becomes a lattice of defects. Let $V$ be the cell volume, $L=V^{1/3}$, and $d$ the distance from a defect to its nearest image.

**Simple cubic (sc).** The images lie at $\mathbf R=L(n_1,n_2,n_3)$ with integer $n_i$. The shortest nonzero vector has one component $\pm1$ and two zeros, so

$$d_{\rm sc}=L=V^{1/3},$$

and there are 6 such vectors.

**Face-centred cubic (fcc).** Take the primitive vectors $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$. With integer coefficients $m_1,m_2,m_3$ they give

$$\mathbf R=\frac a2(n_1,n_2,n_3),\qquad (n_1,n_2,n_3)=(m_2+m_3,\;m_1+m_3,\;m_1+m_2).$$

The sum $n_1+n_2+n_3=2(m_1+m_2+m_3)$ is even. Conversely, if the sum equals an even number $2M$, the integers $m_i=M-n_i$ reproduce the vector. The fcc lattice is therefore the set of integer triples with even sum, scaled by $a/2$.

An integer and its square have the same parity, so $n_1^2+n_2^2+n_3^2$ is also even. Its smallest nonzero value is 2, reached by the 12 triples of the type $(\pm1,\pm1,0)$. Hence

$$d_{\rm fcc}=\frac a2\sqrt2=\frac{a}{\sqrt2}.$$

The determinant of the three primitive vectors gives $V=(a/2)^3\cdot2=a^3/4$, so $a=(4V)^{1/3}=2^{2/3}V^{1/3}$ and

$$d_{\rm fcc}=2^{2/3-1/2}\,V^{1/3}=2^{1/6}\,V^{1/3}\approx1.1225\,V^{1/3}.$$

In the example, $1.1225\times1.5183=1.704$ nm.

**Where the factor comes from.** Both lattices can be built from square layers of side $d$. If each layer lies directly above the one below, the spacing must be at least $d$. The cell volume is then $d^2\cdot d=d^3$, which is the sc lattice.

Now shift each layer so that its points lie above the centres of the squares below. Such a centre is half a diagonal, $d/\sqrt2$, from the four corners. The layers can approach until the distance to these corners equals $d$:

$$h^2+\frac{d^2}{2}=d^2\quad\Rightarrow\quad h=\frac{d}{\sqrt2}.$$

Two layers up, a point lies directly overhead at $2h=\sqrt2\,d$, which is farther than $d$, so the nearest distance is still $d$. This is the fcc lattice: its layers are square nets of side $a/\sqrt2=d$ with spacing $a/2=d/\sqrt2$. The cell volume is

$$V_{\rm fcc}=d^2h=\frac{d^3}{\sqrt2}.$$

The hollow is the place in a square farthest from all corners, so it lets the next layer come closest. A numerical search over lateral shifts from 0 to 0.5 of the side, in steps of 0.05, and over a range of spacings found the largest $d^3/V$ at the shift $(0.5,\,0.5)$ and the spacing 0.7071. This compares stacked square layers; it does not prove that fcc is best among all lattices.

**What the distance is worth by itself.** With $d$ held fixed, the fcc cell needs $1/\sqrt2=0.707$ of the atoms: $280\times0.707=198$ instead of 280. With whole formula units of seven atoms this becomes 203. If the work grows as the cube of the atom number, 198 atoms cost $0.707^3=0.354$ of the work.

The comparison assumes that the host fits both cells. An amorphous network can be generated in either. A crystal restricts the choice: for an fcc crystal with one atom per primitive cell, uniformly enlarged cells contain $4m^3$ atoms (sc) or $n^3$ atoms (fcc), and these numbers are never equal, because $4^{1/3}$ is irrational.

## 2. The number of images

Distance matters through the errors it reduces. Consider a neutral defect that binds one electron below the conduction band. Outside a small core, the bound state obeys

$$-\frac{\hbar^2}{2m}\nabla^2\psi=E\psi,\qquad E=-\frac{\hbar^2\kappa^2}{2m},$$

where $m$ is the effective mass, taken as isotropic, and $E$ is measured from the band edge. This form assumes that the defect potential vanishes outside the core. A positive core would add a screened Coulomb tail, about 0.4 eV at $r=0.36$ nm for a permittivity of 10, which the model leaves out. For a spherical state, $u=r\psi$ obeys $u''=\kappa^2u$, and the decaying solution is $\psi=e^{-\kappa r}/r$.

For the isolated defect, with decay constant $\kappa_0$, the expansion near the core is

$$\frac{e^{-\kappa_0r}}{r}=\frac1r-\kappa_0+O(r).$$

A core much smaller than $1/\kappa_0$ acts on the outer state by fixing the ratio of the constant term to the coefficient of $1/r$. That ratio is $-\kappa_0$, and it belongs to the defect, not to the cell.

In the periodic cell at the $\Gamma$ point, all tails add with equal sign. Near the defect at the origin,

$$\psi=\sum_{\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}=\frac1r-\kappa+S(\kappa)+O(r),\qquad S(\kappa)=\sum_{\mathbf R\ne0}\frac{e^{-\kappa R}}{R}.$$

Setting the constant equal to $-\kappa_0$ gives

$$\kappa=\kappa_0+S(\kappa).$$

Since $S>0$, $\kappa$ exceeds $\kappa_0$ and the level is too deep by

$$\Delta=\frac{\hbar^2}{2m}(\kappa^2-\kappa_0^2)\approx\frac{\hbar^2\kappa_0}{m}S(\kappa_0)=2E_b\,\frac{S(\kappa_0)}{\kappa_0}.$$

Here $E_b=\hbar^2\kappa_0^2/2m$ is the true depth, and the approximation is first order in $S$.

**The nearest shell.** The example has $E_b=1$ eV and $m=0.3\,m_e$, which give $\kappa_0=2.806$ nm⁻¹. The nearest shells contribute

$$S_1^{\rm sc}=\frac{6\,e^{-2.806\times1.518}}{1.518}=0.0558\ {\rm nm^{-1}},\qquad
S_1^{\rm fcc}=\frac{12\,e^{-2.806\times1.704}}{1.704}=0.0590\ {\rm nm^{-1}}.$$

The fcc shell contributes *more*. Each image is farther away, but there are twice as many. In general,

$$\frac{S_1^{\rm fcc}}{S_1^{\rm sc}}=\frac{2}{2^{1/6}}\,e^{-(2^{1/6}-1)\kappa_0L}=2^{5/6}e^{-0.1225\,\kappa_0L},$$

which falls below 1 when $\kappa_0L>\frac56\ln2/0.1225=4.72$. The example has $\kappa_0L=4.26$, so its nearest shell favours sc.

The same competition occurs for an isotropic interaction proportional to $r^{-p}$. The nearest-shell ratio is $2\cdot2^{-p/6}$, so that shell favours fcc if $p>6$.

**The farther shells.** These reverse the verdict. The second sc shell has 12 images at $\sqrt2L=2.147$ nm; the second fcc shell has 6 at $a=\sqrt2\,d_{\rm fcc}=2.410$ nm. Their contributions are

$$\frac{12\,e^{-2.806\times2.147}}{2.147}=0.0135\ {\rm nm^{-1}},\qquad
\frac{6\,e^{-2.806\times2.410}}{2.410}=0.0029\ {\rm nm^{-1}}.$$

The full balance, in nm⁻¹ and with each entry rounded separately, is:

| part of $S(\kappa_0)$ | sc | fcc | fcc − sc |
|---|---|---|---|
| nearest shell | 0.0558 | 0.0590 | +0.0032 |
| all others | 0.0166 | 0.0054 | −0.0112 |
| total | 0.0723 | 0.0644 | −0.0080 |

At this cell size, the gain of fcc therefore comes from the farther shells. In effect, sc places 18 images within 2.15 nm, while fcc places 12 there. The full fcc sum was also the lower one at all 25 values of $\kappa L$ tested between 1 and 30.

**The level.** The first-order formula gives $2\times1\times0.0723/2.806=0.0516$ eV for sc and 0.0459 eV for fcc. Solving $\kappa=\kappa_0+S(\kappa)$ gives 46.7 and 41.8 meV. These are smaller because the deeper state has a shorter tail, which reduces $S$.

A separate calculation in plane waves tests the matching argument. Let the defect potential be $-g|\chi\rangle\langle\chi|$, with $\chi_{\mathbf G}\propto e^{-G^2b^2/2}$ and width $b$. The Schrödinger equation then gives amplitudes proportional to $\chi_{\mathbf G}/(G^2+\kappa^2)$. Putting these back into the overlap with $\chi$ fixes $\frac1V\sum_{\mathbf G}e^{-G^2b^2}/(G^2+\kappa^2)$ in terms of $g$. For the isolated defect the sum becomes an integral with $\kappa=\kappa_0$; equating the two, because $g$ is the same, determines $\kappa$. Widths of 0.08, 0.04 and 0.02 nm, extrapolated to zero, give 46.95 meV (sc) and 41.97 meV (fcc), within 0.5 % of the image-sum results.

## 3. Equal distance is not equal error

Shrink the fcc cell to 198 atoms, so that its nearest images are again at 1.518 nm. The level error becomes 76.8 meV, against 46.7 meV for sc with 280 atoms. Twelve images now stand where sc has six. The 29 % saving in atoms is a saving at fixed distance, and here it is paid for in accuracy.

The fairer comparison holds the error fixed:

| level error | sc atoms | fcc atoms | ratio |
|---|---|---|---|
| 10 meV | 605 | 555 | 0.917 |
| 1 meV | 1496 | 1319 | 0.882 |
| 0.1 meV | 3079 | 2625 | 0.852 |

These atom numbers are continuous solutions of the model, not whole formula units. For an error of 1 meV, fcc saves 12 % of the atoms; with cubic scaling, the work falls to $0.882^3=0.69$.

**The large-cell limit.** When $\kappa_0d\gg1$, the nearest shell dominates. Equal errors then require

$$\frac{12\,e^{-\kappa_0d_{\rm fcc}}}{d_{\rm fcc}}=\frac{6\,e^{-\kappa_0d_{\rm sc}}}{d_{\rm sc}}.$$

Dividing by 6 and taking logarithms,

$$\kappa_0(d_{\rm fcc}-d_{\rm sc})=\ln2-\ln\frac{d_{\rm fcc}}{d_{\rm sc}}.$$

The right side stays bounded while $\kappa_0d_{\rm sc}$ grows, so $d_{\rm fcc}/d_{\rm sc}\to1$ and the last logarithm vanishes. The doubled neighbour number costs a fixed extra distance $\ln2/\kappa_0$. With $V_{\rm fcc}=d_{\rm fcc}^3/\sqrt2$ and $V_{\rm sc}=d_{\rm sc}^3$,

$$\frac{V_{\rm fcc}}{V_{\rm sc}}\approx\frac1{\sqrt2}\left(1+\frac{\ln2}{\kappa_0d_{\rm sc}}\right)^3\longrightarrow\frac1{\sqrt2}.$$

At $\kappa_0d_{\rm sc}=200$, equating the full sums gives 0.7144, close to the limit 0.7071. The approach is slow, and practical cells obtain only part of the geometric saving.

## 4. The charge background

A charged defect needs a uniform compensating background, because the energy of a lattice of like charges would otherwise diverge. To see the effect of the lattice, first give unit charges the screened interaction $e^{-\kappa r}/r$, where $\kappa$ is now an auxiliary parameter that will go to zero. At a defect, the images contribute $S(\kappa)$, and the background of density $-1/V$ contributes

$$-\frac1V\int_0^\infty\frac{e^{-\kappa r}}{r}\,4\pi r^2\,dr=-\frac{4\pi}{V\kappa^2}.$$

Each term diverges as $\kappa\to0$, but their sum is finite and defines the Madelung constant $\alpha$:

$$\lim_{\kappa\to0}\left[S(\kappa)-\frac{4\pi}{V\kappa^2}\right]=-\frac{\alpha}{L}.$$

The potential averages to zero over the neutral cell, so the uniform background adds no separate energy. The energy per cell is half the defect charge times the potential at the defect. For charge $qe$ and relative permittivity $\varepsilon$,

$$E_{\rm im}=-\frac{\alpha q^2e^2}{8\pi\varepsilon_0\varepsilon L}.$$

The factor $\frac12$ prevents each pair of charges from being counted twice.

At equal volume the background term is the same for both lattices. Subtracting their limits gives

$$\alpha_{\rm fcc}-\alpha_{\rm sc}=L\lim_{\kappa\to0}\left[S_{\rm sc}(\kappa)-S_{\rm fcc}(\kappa)\right].$$

The fcc images repel less, so less of the attraction to the background is cancelled, and the total is more negative. Ewald summation gives $\alpha_{\rm sc}=2.8373$ and $\alpha_{\rm fcc}=2.8883$. The property that helps the neutral defect makes this error 1.8 % larger.

For charge $+2$ and $\varepsilon=10$, with $e^2/4\pi\varepsilon_0=1.440$ eV nm,

$$E_{\rm im}^{\rm sc}=-\frac{2.8373\times4\times1.440}{2\times10\times1.518}=-0.538\ {\rm eV},\qquad E_{\rm im}^{\rm fcc}=-0.548\ {\rm eV}.$$

This is more than ten times the neutral level error of the zero-width core, and seven to eight times the error found for a 0.08 nm core in section 5. It falls as $V^{-1/3}$, not exponentially, so enlarging the cell removes it slowly. To match the sc value, fcc needs $(2.8883/2.8373)^3=1.055$ times the volume. At equal *distance* the comparison is worse: the 198-atom fcc cell has an image energy of $-0.548\times1.1225=-0.615$ eV.

For a localised charge in a medium with uniform screening, this leading term can be subtracted from the computed energy. The choice of fcc does not replace that correction.

## 5. The model beside the real material

The parameters are rough values for amorphous InGaZnO₄: 80 atoms/nm³, an effective mass of 0.3, a gap of 3 eV and a static permittivity of 10. The depth of 1 eV is a choice for an oxygen-vacancy-like level; such levels vary from site to site, and many may lie deeper. One defect per 3.5 nm³ is about $3\times10^{20}$ cm⁻³, a very high concentration, which is why the images need attention. Several assumptions fail in the real oxide:

- **A core of zero width.** A Gaussian width of 0.08 nm raises the level errors to 76.1 meV (sc) and 68.1 meV (fcc), about 63 % above the zero-width results. Their ratio remains near 0.89. The comparison between lattices is thus much steadier here than either error by itself.
- **A single parabolic band.** In a simple two-band model, energy and wave number obey $E(1+E/E_g)=\hbar^2k^2/2m$. Setting $E=-E_b$ and $k=i\kappa$ gives $\kappa^2=\kappa_0^2(1-E_b/E_g)$. The decay length grows from 0.356 to 0.436 nm, and the fcc/sc ratio of $S$ rises from 0.89 to 0.93. The relative advantage shrinks because the tail now spans more of the cell; both sums grow, and their difference rises from 0.0080 to 0.0125 nm⁻¹.
- **One representative site.** Disorder spreads the levels, and this spread is not calculated here. For scale, the sc–fcc difference is 5 meV for a zero-width core, while the thermal energy at 300 K is 26 meV. The difference grows with the core: 8 meV at a Gaussian width of 0.08 nm, about 18 meV at 0.2 nm and about 40 meV at 0.3 nm.

Elastic relaxation and the electric dipoles of defects are also left out, so the percentages above do not apply to their errors. For a neutral, compact defect in a host that allows both shapes, fcc gives the smaller level error at the $\Gamma$ point for a given number of atoms, within this model and for an isotropic effective mass. An anisotropic mass can reverse the ranking: for the example cell, with the geometric-mean mass kept at 0.3 and the mass axis along the cube diagonal, sc gives the smaller error once $m_\parallel/m_\perp$ exceeds about 1.7 or falls below about 0.5. At other k-points the tails add with different phases, so the error can change in size and sign, and this ranking need not hold. For a charged defect, the electrostatic correction matters far more than the choice between these two lattices. The numerical output below gives the values in full.

## Computed results

```
GEOMETRY
distance ratio fcc/sc at equal volume: 1.122462
volume ratio fcc/sc at equal distance: 0.707107
work ratio at equal distance, work ~ N^3: 0.3536
nearest images: sc 6, fcc 12
best layer shift / side: 0.50, 0.50
best layer spacing / side: 0.707107
EXAMPLE INPUTS (rough values, amorphous InGaZnO4)
atomic density: 80 atoms/nm^3; atoms: 280
effective mass: 0.3 m_e; level depth: 1.0 eV
gap: 3.0 eV; relative permittivity: 10.0
charge of the charged state: +2 e
EXAMPLE RESULTS
cell volume: 3.500 nm^3; cube root: 1.5183 nm
decay constant: 2.8061 1/nm; length: 0.3564 nm
sc: nearest image distance: 1.5183 nm
sc: nearest-shell part of S: 0.05578 1/nm
sc: full S at isolated kappa: 0.07234 1/nm
sc: level lowering, image sum: 46.74 meV
sc: same, plane waves, width->0: 46.95 meV
fcc: nearest image distance: 1.7042 nm
fcc: nearest-shell part of S: 0.05899 1/nm
fcc: full S at isolated kappa: 0.06437 1/nm
fcc: level lowering, image sum: 41.79 meV
fcc: same, plane waves, width->0: 41.97 meV
level lowering ratio fcc/sc: 0.8940
fcc atoms for the sc distance: 198.0
same, rounded up to whole formula units: 203
fcc level lowering at sc distance: 76.83 meV
ATOMS NEEDED FOR A GIVEN LEVEL ERROR
10 meV: sc 605, fcc 555, ratio 0.9171
1 meV: sc 1496, fcc 1319, ratio 0.8819
0.1 meV: sc 3079, fcc 2625, ratio 0.8523
volume ratio at equal S, kappa*L_sc = 200: 0.7144
EFFECTS LEFT OUT OF THE LEVEL MODEL
sc: Madelung constant: 2.83730
sc: Coulomb image energy, charged: -0.5382 eV
sc: lowering, defect width 0.08 nm: 76.08 meV
fcc: Madelung constant: 2.88828
fcc: Coulomb image energy, charged: -0.5479 eV
fcc: lowering, defect width 0.08 nm: 68.10 meV
two-band decay length: 0.4365 nm
two-band ratio of S, fcc/sc: 0.9295
thermal energy at 300 K: 25.85 meV
```
